# Restoring the shape of PAW compensation charges at chosen wavevectors: verification in Python

```python
# Shape restoration of PAW compensation charges (Hartree atomic units).
# Channel L of a pair density: Q = R_i R_j - Rt_i Rt_j inside radius RC, moment m = int Q r^(L+2) dr,
# compensation m*g (unit-moment g), residual delta = Q - m g.  Moment-free functions
# dg_b = sum of j_L(k_n r), n=b..b+2, j_L(k_n RC)=0, zero moment and zero slope at RC, are added with
# coefficients c solving A c = b, A_ab = F_L[dg_b](q_a), b_a = F_L[delta](q_a),
# F_L[f](q) = int f j_L(qr) r^2 dr.  Under test: closed forms of A, interpolation form of the fit,
# singular nodes, no outside potential, exact all-electron (AE) form factors at the nodes, and Slater
# integrals R^L / 3d-shell exchange energy of rho = pseudo + compensation.  Zn atom, RHF/def2-TZVP.
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.special import spherical_jn as jn, eval_legendre, factorial2
from scipy.optimize import brentq
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf, lib
from pyscf.gto import ft_ao

lib.num_threads(1)
scf.hf.MUTE_CHKFILE = True
EV = physical_constants['Hartree energy in eV'][0]
RC = 2.0
fmt = lambda v, p=6: ' '.join('%.*f' % (p, x) for x in np.ravel(v))

def panels(edges, n):
    x, w = leg.leggauss(n)
    h = np.diff(edges) / 2
    return (edges[:-1, None] + h[:, None] * (x + 1)).ravel(), (h[:, None] * w).ravel(), h

NP = 20
edges = np.concatenate([[0.0], np.geomspace(1e-3, 0.1, 9), np.linspace(0.1, RC, 20)[1:],
                        np.linspace(RC, 8.0, 31)[1:], np.geomspace(8.0, 30.0, 11)[1:]])
r, wr, hr = panels(edges, NP)
inside = (r < RC).astype(float)
xg = leg.leggauss(NP)[0]
V = leg.legvander(xg, NP)
prim = np.column_stack([xg + 1] + [(V[:, k + 1] - V[:, k - 1]) / (2 * k + 1) for k in range(1, NP)])
cum_mat = prim @ np.linalg.inv(V[:, :NP])

def cumulative(f):
    fp = f.reshape(-1, NP)
    tot = (f * wr).reshape(-1, NP).sum(1)
    return ((np.cumsum(tot) - tot)[:, None] + hr[:, None] * (fp @ cum_mat.T)).ravel()

def slater(L, f, h):
    return np.sum(wr * r**(1 - L) * (f * cumulative(h * r**(L + 2)) + h * cumulative(f * r**(L + 2))))

def ff(L, f, q):
    return jn(L, np.outer(np.atleast_1d(q), r)) @ (f * wr * r**2).T

# ---- all-electron atom and radial partial waves
mol = gto.M(atom='Zn 0 0 0', basis='def2-tzvp', verbose=0)
mf = scf.RHF(mol); mf.chkfile = None; mf.conv_tol = 1e-11; mf.kernel()
assert mf.converged
fock, ovl, loc = mf.get_fock(), mf.get_ovlp(), mol.ao_loc_nr()
ao = mol.eval_gto('GTOval_sph', np.column_stack([0 * r, 0 * r, r]))
ao_rc = mol.eval_gto('GTOval_sph_deriv2', np.array([[0., 0., RC]]))[[0, 3, 9], 0, :]

def shell(l, n):
    base = np.array([loc[i] + c * (2 * l + 1) for i in range(mol.nbas) if mol.bas_angular(i) == l
                     for c in range(mol.bas_nctr(i))])
    e, v = eigh(fock[np.ix_(base + l, base + l)], ovl[np.ix_(base + l, base + l)])
    vec = np.zeros((2 * l + 1, mol.nao))
    for m in range(2 * l + 1):
        vec[m, base + m] = v[:, n]
    vec *= np.sign(ao_rc[0] @ vec[l])
    y = np.sqrt((2 * l + 1) / (4 * np.pi))
    p = l + 2.0 * np.arange(3)
    a = np.linalg.solve(np.array([RC**p, p * RC**(p - 1), p * (p - 1) * RC**(p - 2)]), ao_rc @ vec[l] / y)
    ae = ao @ vec[l] / y
    ps = np.where(r < RC, (r[:, None]**p) @ a, ae)
    assert abs(np.sum(wr * r**2 * ae**2) - 1) < 1e-9
    zz = RC - np.array([0.01, 0.005])
    d = mol.eval_gto('GTOval_sph', np.column_stack([0 * zz, 0 * zz, zz])) @ vec[l] / y - (zz[:, None]**p) @ a
    assert 7 < d[0] / d[1] < 9            # mismatch vanishes as (RC-r)^3
    return e[n], vec, ae, ps, a

es, vs, Rs, Ps, a_s = shell(0, 3)
ed, vd, Rd, Pd, a_d = shell(2, 0)
assert abs(es - mf.mo_energy[14]) < 1e-5 and np.all(abs(mf.mo_energy[9:14] - ed) < 1e-5)
print('Zn RHF/def2-TZVP: E = %.5f Ha, eps_4s = %.5f Ha, eps_3d = %.5f Ha; RC = %.1f bohr' % (mf.e_tot, es, ed, RC))
print('pseudo 4s a0 a1 a2 (bohr^-3/2-2m):', fmt(a_s))
print('pseudo 3d a0 a1 a2 (bohr^-7/2-2m):', fmt(a_d))

# ---- Bessel roots, g and dg
K, J = {}, {}
xs = np.arange(0.5, 130, 0.1)
for L in (0, 2, 4):
    s = jn(L, xs)
    K[L] = np.array([brentq(lambda x: jn(L, x), xs[i], xs[i + 1], xtol=1e-14)
                     for i in np.where(s[:-1] * s[1:] < 0)[0][:35]]) / RC
    J[L] = jn(L, np.outer(K[L], r)) * inside
    print('L=%d roots k1..k5 (1/bohr):' % L, fmt(K[L][:5], 5))
w_per_a = lambda L, n: K[L][:n] * jn(L + 1, K[L][:n] * RC)

def g_coef(L):
    w = 1 / (RC**(L + 2) * (K[L][0]**-2 - K[L][1]**-2))
    return np.array([w, -w]) / w_per_a(L, 2)

def dg_coef(L, N):
    a = np.zeros((N, N + 2))
    for b in range(N):
        k2 = K[L][b:b + 3]**2
        w = np.array([k2[n] / np.prod(np.delete(k2, n) - k2[n]) for n in range(3)])
        a[b, b:b + 3] = w / w_per_a(L, N + 2)[b:b + 3]
        a[b] /= a[b, b]
    return a

def lommel(L, q, n):
    q = np.atleast_1d(q)[:, None]; k = K[L][None, :n]
    near = abs(q - k) < 1e-9
    gen = RC**2 * w_per_a(L, n) * jn(L, q * RC) / np.where(near, 1.0, k**2 - q**2)
    return np.where(near, RC**3 / 2 * jn(L + 1, k * RC)**2, gen)

qt = np.array([0.4, 1.3, 3.7, 6.9, 9.1, 15.2])
for L in (0, 2, 4):
    assert abs(np.sum(wr * r**(L + 2) * (g_coef(L) @ J[L][:2])) - 1) < 1e-11
    a = dg_coef(L, 4); dg = a @ J[L][:6]
    assert np.max(abs(dg @ (wr * r**(L + 2)))) < 1e-11
    edge = a @ jn(L, np.outer(K[L][:6], RC - np.array([2e-3, 1e-3])))
    assert np.all(abs(edge[:, 0] / edge[:, 1] - 8) < 0.5)
    qq = np.concatenate([qt, K[L][:3]])
    assert np.max(abs(ff(L, dg, qq) - lommel(L, qq, 6) @ a.T)) < 1e-11
    for b in range(4):                    # diagonal Coulomb metric
        diag = (2 * L + 1) * RC**3 / 2 * np.sum((a[b] * w_per_a(L, 6))**2 / K[L][:6]**4)
        assert abs(slater(L, dg[b], dg[b]) / diag - 1) < 1e-9
    rows = ff(L, dg[:2], K[L][3:5])       # N=2: node k4 allowed, node k5 singular
    assert np.max(abs(rows[1])) < 1e-12 and np.max(abs(rows[0])) > 1e-3
print('L=0 g coefficients a1 a2 (bohr^-3):', fmt(g_coef(0)))
print('L=0 dg1 a1 a2 a3:', fmt(dg_coef(0, 2)[0, :3]), '; dg2 a2 a3 a4:', fmt(dg_coef(0, 2)[1, 1:]))

# ---- channels and fit
chan = {}
for name, L, n, nt in (('dd0', 0, Rd**2, Pd**2), ('dd2', 2, Rd**2, Pd**2), ('dd4', 4, Rd**2, Pd**2),
                       ('sd2', 2, Rs * Rd, Ps * Pd)):
    m = np.sum(wr * r**(L + 2) * (n - nt))
    rho0 = nt + m * (g_coef(L) @ J[L][:2])
    delta = n - rho0
    m2 = np.sum(wr * r**(L + 4) * delta)
    lead = -0.02**(L + 2) * m2 / (2 * (2 * L + 3) * factorial2(2 * L + 1))
    assert abs(ff(L, delta, 0.02)[0] / lead - 1) < 1e-2
    chan[name] = (L, n, rho0, delta)
    print('%s: moment m = %.6f bohr^%d, int delta r^(L+4) dr = %.6f bohr^%d' % (name, m, L, m2, L + 2))

def fit(name, nodes):
    L, n, rho0, delta = chan[name]; N = len(nodes)
    a = dg_coef(L, N); A = lommel(L, nodes, N + 2) @ a.T
    b = ff(L, delta, nodes); c = np.linalg.solve(A, b)
    return A, b, c, c @ a, rho0 + (c @ a) @ J[L][:N + 2]

n1, n2 = np.array([2.5]), np.array([2.5, 5.0])
print('nodes N=1:', fmt(n1, 1), '; nodes N=2:', fmt(n2, 1), '(1/bohr)')
rho = {}
qband = np.linspace(0.05, 5.0, 100)
for name, (L, n, rho0, delta) in chan.items():
    f1, f2 = fit(name, n1), fit(name, n2)
    rho[name] = (n, rho0, f1[4], f2[4])
    print('%s N=2 A11 A12 A21 A22 (bohr^3): %s; b: %s' % (name, fmt(f2[0]), fmt(f2[1])))
    print('%s c (bohr^-3): N=1 %s; N=2 %s; cond A = %.2f' % (name, fmt(f1[2]), fmt(f2[2]), np.linalg.cond(f2[0])))
    for nodes in (n2, np.array([1.0, 2.2, 4.3, 7.3])):   # Lagrange form against quadrature
        N = len(nodes); _, b, _, _, rh = fit(name, nodes)
        W = lambda q: RC**2 * jn(L, q * RC) * q**2 / np.prod(K[L][:N + 2, None]**2 - q**2, axis=0)
        lag = sum(b[i] / W(nodes)[i] * np.prod([(qt**2 - nodes[j]**2) / (nodes[i]**2 - nodes[j]**2)
                  for j in range(N) if j != i], axis=0) for i in range(N))
        ref = ff(L, rh - rho0, qt)
        assert np.max(abs(W(qt) * lag - ref)) < 1e-9 * (1 + np.max(abs(ref)))
    e0, e2 = np.max(abs(ff(L, delta, qband))), np.max(abs(ff(L, n - f2[4], qband)))
    assert e2 < e0
    print('%s max |F_AE-F_rho| on q<=5/bohr: N=0 %.3e, N=2 %.3e' % (name, e0, e2))
for q in (1.0, 2.5, 4.0, 5.0, 6.0, 8.0):
    print('dd0 F(q=%.1f/bohr) AE, N=0, N=1, N=2:' % q, fmt([ff(0, f, q)[0] for f in rho['dd0']]))

# ---- restored density against analytic Gaussian Fourier transform, cos(theta)=0.6
xl, wl = leg.leggauss(10)
cL = {L: 2.5 * np.sum(wl * eval_legendre(2, xl)**2 * eval_legendre(L, xl)) for L in (0, 2, 4)}
ft = ft_ao.ft_aopair(mol, np.outer(n2, [0.8, 0.0, 0.6]))
ft_dd = np.einsum('gij,i,j->g', ft, vd[2], vd[2]); ft_sd = np.einsum('gij,i,j->g', ft, vs[0], vd[2])
build = lambda i: sum((-1)**(L // 2) * (2 * L + 1) * cL[L] * eval_legendre(L, 0.6)
                      * ff(L, rho['dd%d' % L][i], n2) for L in (0, 2, 4))
assert np.max(abs(ft_dd - build(3))) < 1e-8 and np.max(abs(ft_dd - build(1))) > 1e-3
assert np.max(abs(ft_sd + np.sqrt(5) * eval_legendre(2, 0.6) * ff(2, rho['sd2'][3], n2))) < 1e-8
print('c^0 c^2 c^4:', fmt([cL[0], cL[2], cL[4]]))
print('dz2*dz2 n(q), cos=0.6, q=2.5,5: analytic', fmt(ft_dd.real), '; N=2', fmt(build(3)), '; N=0', fmt(build(1)))

# ---- potentials from q space, L=2
qv, wv, _ = panels(np.linspace(0, 400, 201), 16)
add = fit('dd2', n2)[3]
pot = lambda a, x: 8 * np.sum(wv * (lommel(2, qv, len(a)) @ a) * jn(2, qv * x))
v_in = 4 * np.pi * np.sum(add / K[2][:4]**2 * jn(2, K[2][:4] * 0.8))
assert abs(pot(add, 0.8) - v_in) < 1e-7 and abs(pot(add, 3.0)) < 1e-7 and abs(v_in) > 1e-3
assert abs(pot(g_coef(2), 3.0) - 4 * np.pi / 5 / 3.0**3) < 1e-7
print('dd2 radial potential of added charge: r=0.8 bohr %.6f Ha, |r=3 bohr| %.1e Ha' % (v_in, abs(pot(add, 3.0))))

# ---- Slater integrals and exchange
S = {nm: np.array([slater(chan[nm][0], f, f) for f in rho[nm]]) for nm in chan}
jz, kz = mf.get_jk(mol, np.outer(vd[2], vd[2]))
assert abs(vd[2] @ jz @ vd[2] - sum(cL[L]**2 * S['dd%d' % L][0] for L in cL)) < 1e-7
assert abs(vs[0] @ kz @ vs[0] - S['sd2'][0] / 5) < 1e-7
dm = 2 * vd.T @ vd
ex_ref = -0.25 * np.sum(dm * mf.get_jk(mol, dm)[1])
ex = -sum(5 * cL[L] * S['dd%d' % L] for L in cL)
assert abs(ex[0] - ex_ref) < 1e-7
qs, ws, _ = panels(np.linspace(0, 60, 31), 16)
for nm in ('dd0', 'dd2', 'dd4'):
    L = chan[nm][0]
    Fq = ff(L, np.array([rho[nm][0], rho[nm][3]]), qs)
    assert np.max(abs(2 * (2 * L + 1) / np.pi * (ws @ Fq**2) - S[nm][[0, 3]])) < 1e-6
for nm in chan:
    L = chan[nm][0]; res = rho[nm][0] - rho[nm][3]
    cross, self_ = 2 * slater(L, rho[nm][3] * inside, res), slater(L, res, res)
    assert abs(S[nm][0] - S[nm][3] - cross - self_) < 1e-9   # only the in-sphere part of rho enters
    print('%s R^L (Ha) AE, N=0, N=1, N=2: %s; N=2 cross %.6f self %.6f' % (nm, fmt(S[nm]), cross, self_))
print('Ex(3d10) (Ha) AE, N=0, N=1, N=2:', fmt(ex), '; analytic integrals %.6f' % ex_ref)
print('Ex error rho-AE, N=0,1,2 (Ha):', fmt(ex[1:] - ex[0]), '; (eV):', fmt((ex[1:] - ex[0]) * EV, 4))
assert abs(ex[3] - ex[0]) < 0.5 * abs(ex[1] - ex[0])

# ---- Coulomb least squares as lower bound on the residual self-energy
L, n, rho0, delta = chan['dd0']; last = slater(0, delta, delta)
print('dd0 residual self-energy N=0: %.6f Ha' % last)
for N in (1, 2):
    dg = dg_coef(0, N) @ J[0][:N + 2]
    c = np.linalg.solve([[slater(0, u, v) for v in dg] for u in dg], [slater(0, u, delta) for u in dg])
    best = slater(0, delta - c @ dg, delta - c @ dg); res = n - rho['dd0'][N + 1]
    assert best <= slater(0, res, res) + 1e-12 and best <= last
    last = best
    print('dd0 residual self-energy N=%d: matched %.6f Ha, least squares %.6f Ha' % (N, slater(0, res, res), best))

# ---- convergence with nodes at the Bessel roots
for N in (1, 2, 4, 8, 16, 32):
    out = {nm: fit(nm, K[chan[nm][0]][:N]) for nm in chan}
    for nm in chan:
        L = chan[nm][0]
        assert np.max(abs(J[L][:N] @ (wr * r**2 * (chan[nm][1] - out[nm][4])))) < 1e-10
    err = -sum(5 * cL[L] * slater(L, out['dd%d' % L][4], out['dd%d' % L][4]) for L in cL) - ex_ref
    eg = slater(2, out['sd2'][4], out['sd2'][4]) - S['sd2'][0]
    print('root nodes N=%2d: Ex error %.3e Ha, G2 error %.3e Ha, k_(N+2) L=0 %.2f 1/bohr' % (N, err, eg, K[0][N + 1]))
assert abs(err) < 1e-3 and abs(eg) < 1e-4
print('verified')
```

It prints:

```
Zn RHF/def2-TZVP: E = -1777.80707 Ha, eps_4s = -0.29275 Ha, eps_3d = -0.78270 Ha; RC = 2.0 bohr
pseudo 4s a0 a1 a2 (bohr^-3/2-2m): 0.346638 0.003907 -0.003493
pseudo 3d a0 a1 a2 (bohr^-7/2-2m): 0.283521 -0.102750 0.010068
L=0 roots k1..k5 (1/bohr): 1.57080 3.14159 4.71239 6.28319 7.85398
L=2 roots k1..k5 (1/bohr): 2.88173 4.54751 6.16147 7.75730 9.34452
L=4 roots k1..k5 (1/bohr): 4.09128 5.85245 7.51983 9.15063 10.76271
L=0 g coefficients a1 a2 (bohr^-3): 1.644934 1.644934
L=0 dg1 a1 a2 a3: 1.000000 6.400000 5.400000 ; dg2 a2 a3 a4: 1.000000 3.857143 2.857143
dd0: moment m = 0.864597 bohr^0, int delta r^(L+4) dr = -0.269047 bohr^2
dd2: moment m = 0.561281 bohr^2, int delta r^(L+4) dr = -0.301491 bohr^4
dd4: moment m = 0.617411 bohr^4, int delta r^(L+4) dr = -0.331886 bohr^6
sd2: moment m = 0.048030 bohr^2, int delta r^(L+4) dr = 0.063505 bohr^4
nodes N=1: 2.5 ; nodes N=2: 2.5 5.0 (1/bohr)
dd0 N=2 A11 A12 A21 A22 (bohr^3): 0.649805 0.046232 0.169139 0.164518; b: 0.147326 0.070261
dd0 c (bohr^-3): N=1 0.226724; N=2 0.211833 0.209286; cond A = 4.63
dd0 max |F_AE-F_rho| on q<=5/bohr: N=0 1.586e-01, N=2 3.068e-04
dd2 N=2 A11 A12 A21 A22 (bohr^3): 0.075547 -0.002212 0.175764 0.064107; b: 0.034913 0.135342
dd2 c (bohr^-3): N=1 0.462133; N=2 0.485010 0.781427; cond A = 7.65
dd2 max |F_AE-F_rho| on q<=5/bohr: N=0 1.353e-01, N=2 2.813e-03
dd4 N=2 A11 A12 A21 A22 (bohr^3): 0.006054 -0.000664 0.083768 0.009543; b: 0.002604 0.049463
dd4 c (bohr^-3): N=1 0.430101; N=2 0.508752 0.717409; cond A = 63.01
dd4 max |F_AE-F_rho| on q<=5/bohr: N=0 4.946e-02, N=2 3.473e-04
sd2 N=2 A11 A12 A21 A22 (bohr^3): 0.075547 -0.002212 0.175764 0.064107; b: -0.007441 -0.030099
sd2 c (bohr^-3): N=1 -0.098499; N=2 -0.103905 -0.184641; cond A = 7.65
sd2 max |F_AE-F_rho| on q<=5/bohr: N=0 3.010e-02, N=2 6.516e-04
dd0 F(q=1.0/bohr) AE, N=0, N=1, N=2: 0.852090 0.811564 0.855795 0.851917
dd0 F(q=2.5/bohr) AE, N=0, N=1, N=2: 0.431215 0.283889 0.431215 0.431215
dd0 F(q=4.0/bohr) AE, N=0, N=1, N=2: 0.159699 0.029193 0.132383 0.159920
dd0 F(q=5.0/bohr) AE, N=0, N=1, N=2: 0.068977 -0.001284 0.037064 0.068977
dd0 F(q=6.0/bohr) AE, N=0, N=1, N=2: 0.021196 -0.000522 0.003055 0.022710
dd0 F(q=8.0/bohr) AE, N=0, N=1, N=2: -0.010684 -0.000122 0.000100 -0.000236
c^0 c^2 c^4: 1.000000 0.285714 0.285714
dz2*dz2 n(q), cos=0.6, q=2.5,5: analytic 0.386500 -0.029149 ; N=2 0.386500 -0.029149 ; N=0 0.243901 -0.039782
dd2 radial potential of added charge: r=0.8 bohr 0.858877 Ha, |r=3 bohr| 1.9e-15 Ha
dd0 R^L (Ha) AE, N=0, N=1, N=2: 1.067932 0.880552 1.064084 1.067320; N=2 cross 0.000123 self 0.000490
dd2 R^L (Ha) AE, N=0, N=1, N=2: 0.488525 0.129991 0.305683 0.428373; N=2 cross 0.028635 self 0.031517
dd4 R^L (Ha) AE, N=0, N=1, N=2: 0.302917 0.033443 0.094026 0.167743; N=2 cross 0.047206 self 0.087969
sd2 R^L (Ha) AE, N=0, N=1, N=2: 0.033729 0.028405 0.026303 0.031166; N=2 cross 0.001497 self 0.001066
Ex(3d10) (Ha) AE, N=0, N=1, N=2: -6.470292 -4.636239 -5.891431 -6.188195 ; analytic integrals -6.470292
Ex error rho-AE, N=0,1,2 (Ha): 1.834054 0.578861 0.282097 ; (eV): 49.9071 15.7516 7.6763
dd0 residual self-energy N=0: 0.040843 Ha
dd0 residual self-energy N=1: matched 0.001877 Ha, least squares 0.001617 Ha
dd0 residual self-energy N=2: matched 0.000490 Ha, least squares 0.000488 Ha
root nodes N= 1: Ex error 6.110e-01 Ha, G2 error -7.386e-03 Ha, k_(N+2) L=0 4.71 1/bohr
root nodes N= 2: Ex error 2.762e-01 Ha, G2 error -2.878e-03 Ha, k_(N+2) L=0 6.28 1/bohr
root nodes N= 4: Ex error 7.042e-02 Ha, G2 error -2.585e-04 Ha, k_(N+2) L=0 9.42 1/bohr
root nodes N= 8: Ex error 4.718e-03 Ha, G2 error -1.304e-04 Ha, k_(N+2) L=0 15.71 1/bohr
root nodes N=16: Ex error 4.225e-05 Ha, G2 error -4.199e-07 Ha, k_(N+2) L=0 28.27 1/bohr
root nodes N=32: Ex error 3.923e-08 Ha, G2 error -4.145e-08 Ha, k_(N+2) L=0 53.41 1/bohr
verified
```
